# The argon pressure for a nearly collisionless 5 mm sheath

**Question.** Ions leave an argon plasma and cross a 5 mm sheath on their way to a wafer. The gas is at 300 K, and the total cross section for a collision between an ion and an atom is \(1\times10^{-18}\ \mathrm{m^2}\). At what pressure do 90 percent of the ions cross without a collision? How does that pressure scale, and how far can the estimate be trusted?

**Answer.** The pressure is about 0.09 Pa, or 0.7 mTorr. It is proportional to the gas temperature and inversely proportional to both the cross section and the sheath thickness. Gas at 400 K and a cross section that falls with ion energy from the given value at 10 eV, both sized below, together raise it by about 60 percent. The value of the cross section itself is uncertain by a factor of two or more for real argon, so the estimate gives the scale of the pressure, not a secure first digit.

**Survival through a gas of independent atoms**

Let \(x\) be the distance from the sheath edge towards the wall, and \(s\) the sheath thickness. Assume that the ions travel along \(x\), that the atoms are at rest and placed independently with uniform number density \(n\), and that each atom presents the same area \(\sigma\) to an ion. An ion that meets this area has collided, whether the event is elastic scattering or charge exchange, in which an electron passes from the atom to the ion.

Take a layer of thickness \(dx\) and face area \(A\). It holds \(nA\,dx\) atoms on average. For a thin enough layer their areas do not overlap, so together they block an area \(\sigma nA\,dx\), which is the fraction \(n\sigma\,dx\) of the face. If \(P(x)\) is the fraction of ions that have not yet collided, the layer removes the fraction \(n\sigma\,dx\) of them:

\[
dP=-n\sigma P\,dx .
\]

Dividing by \(P\) and integrating from the edge, where \(P=1\), to the wall gives

\[
\ln P=-n\sigma s,\qquad P=e^{-n\sigma s}=e^{-s/\lambda},\qquad \lambda=\frac{1}{n\sigma}.
\]

The length \(\lambda\) is the mean free path. The exponent \(n\sigma s\) is the mean number of atoms in a tube of cross section \(\sigma\) and length \(s\), and an ion survives if its tube is empty.

For a required \(P\), the density is \(n=\ln(1/P)/(\sigma s)\). The ideal gas law \(p=nkT\), with \(k\) the Boltzmann constant, turns it into a pressure:

\[
p=\frac{kT}{\sigma s}\,\ln\frac1P .
\]

**The numbers**

For \(P=0.90\) the logarithm is \(\ln(1/0.90)=0.10536\). Hence

\[
n=\frac{0.10536}{(1\times10^{-18}\ \mathrm{m^2})(5\times10^{-3}\ \mathrm{m})}
=2.107\times10^{19}\ \mathrm{m^{-3}},
\]

\[
p=(2.107\times10^{19}\ \mathrm{m^{-3}})(1.381\times10^{-23}\ \mathrm{J/K})(300\ \mathrm{K})
=0.0873\ \mathrm{Pa}=0.655\ \mathrm{mTorr}.
\]

The mean free path at this density is 47.5 mm, about nine and a half times the sheath thickness. A mean free path merely equal to the thickness would let only \(e^{-1}\), or 37 percent, of the ions through untouched.

The exponential law was tested by shooting 60,000 straight rays through discs of area \(\sigma\), with 400 discs placed at random for each ray. At the derived pressure the fraction of rays that hit nothing was 0.8998. At ten times the pressure it was 0.3462, against the predicted \(0.90^{10}=0.3487\). The difference is little more than the statistical standard error of about 0.002.

**How the pressure scales**

When few ions collide, \(\ln(1/P)\approx1-P\), and the estimate becomes \(p\approx kT(1-P)/(\sigma s)\). For 90 percent survival this gives 0.0828 Pa, which is 5.1 percent below the full result. In this regime the pressure is proportional to the tolerated fraction of collisions: asking for 99 percent survival instead of 90 lowers the pressure by roughly a factor of ten.

The shortcut fails once collisions are frequent. At ten times the derived pressure it would predict a collided fraction greater than one, while the exponential leaves 35 percent of the ions untouched. At 10 mTorr, with the other inputs held fixed, the mean collision number is \(0.10536\times10/0.655=1.61\), and the surviving fraction is \(e^{-1.61}=0.20\). Most ions then collide at least once inside the sheath.

The quantity that fixes survival is the gas density; pressure enters through \(n=p/(kT)\). If the gas is at 400 K instead of 300 K, the same density needs a pressure larger by \(400/300\), which is 0.1164 Pa. If instead the sheath is 6 mm thick at 300 K, the pressure falls by \(5/6\) to 0.0727 Pa.

**What ion energy does to the estimate**

The cross section has been treated as constant, although an ion gains energy all the way across the sheath. If \(\sigma\) depends on position through the energy, the layer argument gives \(dP/P=-n\sigma(x)\,dx\), and therefore

\[
P=\exp\!\left[-n\int_0^s\sigma(x)\,dx\right]=e^{-n\langle\sigma\rangle s},
\qquad
\langle\sigma\rangle=\frac1s\int_0^s\sigma(x)\,dx .
\]

The constant \(\sigma\) is replaced by its average over distance. To evaluate that average one needs the ion energy at each position, and hence a model of the sheath.

Take a steady sheath without electrons, with zero electric field at its edge. Let \(\varphi(x)\) be the drop in potential from the edge, counted positive, and let \(V\) be its value at the wall. The electron temperature \(T_e\) is expressed in volts, so that \(eT_e\) is an energy. Ions of mass \(M\) enter with the Bohm speed \(u=\sqrt{eT_e/M}\). Energy conservation, \(\tfrac12Mv^2=\tfrac12Mu^2+e\varphi\), gives

\[
v=u\,w,\qquad w=\sqrt{1+\frac{2\varphi}{T_e}} .
\]

Few ions collide, so the model gives all of them this speed. It leaves out the slower ions created by collisions. For the values used below, at 90 percent survival and with every collision a charge exchange, these ions reach about 0.18 of the collisionless density at the wall; since they replace fast ions, the net rise of the local ion density stays below a tenth. With no ionization inside the steady sheath their flux is constant, so \(n_iv=n_su\), where \(n_s\) is the ion density at the edge. Thus \(n_i=n_s/w\). The electric potential is \(-\varphi\) relative to the edge, so Poisson's equation reads \(\varphi''=en_i/\varepsilon_0\). With the Debye length at the edge, \(\lambda_D^2=\varepsilon_0T_e/(en_s)\), it becomes

\[
\varphi''=\frac{T_e}{\lambda_D^2}\,\frac1w .
\]

Multiply by \(\varphi'\) and integrate from the edge, where \(\varphi'=0\) and \(w=1\). Since \(w^2=1+2\varphi/T_e\), one has \(d\varphi=T_ew\,dw\), and the factor \(w\) cancels:

\[
\tfrac12\varphi'^2=\frac{T_e}{\lambda_D^2}\int\frac{d\varphi}{w}
=\frac{T_e^2}{\lambda_D^2}(w-1),
\qquad
\varphi'=\frac{\sqrt2\,T_e}{\lambda_D}\sqrt{w-1}.
\]

The distance follows from \(dx=d\varphi/\varphi'\). The substitution \(w=1+q^2\), with \(dw=2q\,dq\), removes the square root:

\[
dx=\frac{\lambda_D}{\sqrt2}\,\frac{w\,dw}{\sqrt{w-1}}
=\sqrt2\,\lambda_D(1+q^2)\,dq,
\qquad
x=\sqrt2\,\lambda_D\left(q+\frac{q^3}{3}\right).
\]

The kinetic energy in electronvolts is \(E=T_e/2+\varphi=(T_e/2)(1+q^2)^2\). At the wall, \(q_w^2=\sqrt{1+2V/T_e}-1\).

For rough typical values \(T_e=3\) eV and \(V=300\) V, the energy rises from 1.5 eV to 301.5 eV and \(q_w=3.630\). The 5 mm thickness then fixes the Debye length:

\[
\lambda_D=\frac{5\ \mathrm{mm}}{\sqrt2\,(3.630+3.630^3/3)}=0.181\ \mathrm{mm}.
\]

The corresponding edge density is \(n_s=5.08\times10^{15}\ \mathrm{m^{-3}}\). An argon discharge of ordinary size near 0.7 mTorr tends to run hotter than 3 eV, at roughly 4 to 6 eV. With \(T_e=6\) eV the inferred edge density falls to \(3.9\times10^{15}\ \mathrm{m^{-3}}\), while the cross-section average found next changes only from 0.826 to 0.823.

The cross section for charge exchange between an argon ion and an argon atom falls slowly with energy. A rough model of such a fall, not a fit to data and applied here to the whole cross section, is \(\sigma(E)=\sigma_0(E/E_0)^{-0.1}\), with \(\sigma_0=1\times10^{-18}\ \mathrm{m^2}\) at \(E_0=10\) eV. Its path average is

\[
\frac{\langle\sigma\rangle}{\sigma_0}
=\frac{\displaystyle\int_0^{q_w}\left(\frac{E(q)}{E_0}\right)^{-0.1}(1+q^2)\,dq}{q_w+q_w^3/3}
=0.826 .
\]

The required pressure rises to \(0.0873/0.826=0.106\) Pa, an increase of 21 percent. The size and sign of this correction depend on the energy at which the given cross section is taken to hold: it vanishes for \(E_0\approx68\) eV, is a 4 percent decrease for \(E_0=100\) eV, and is a 52 percent increase for \(E_0=1\) eV. Direct numerical integration of Poisson's equation for these parameters reproduced the 300 V drop at 5 mm and this average, each to within one part in a million.

The high-voltage limit shows where the average comes from. For large \(q\), \(x\propto q^3\) and \(E\propto q^4\), so \(E\approx V(x/s)^{4/3}\). Then, with \(\xi=x/s\),

\[
\frac{\langle\sigma\rangle}{\sigma_0}\approx
\left(\frac{300}{10}\right)^{-0.1}\int_0^1\xi^{-0.4/3}\,d\xi
=\frac{0.712}{1-0.133}=0.82 .
\]

The first factor is the reduced cross section at the wall. The integral raises the average above it, because ions are slower in the earlier part of the path.

**Sheath thickness is not a free setting**

The formula for \(p\) treats \(s\) as given. In a plasma it follows from density and voltage. When \(2V/T_e\gg1\), \(q_w\approx(2V/T_e)^{1/4}\), and the cubic term dominates:

\[
s\approx\frac{\sqrt2}{3}\,\lambda_D\left(\frac{2V}{T_e}\right)^{3/4}.
\]

For the present numbers this limit gives a thickness about 9 percent below that of the full expression. Since \(\lambda_D\propto(T_e/n_s)^{1/2}\), it follows that \(s\propto n_s^{-1/2}V^{3/4}T_e^{-1/4}\). At fixed gas temperature, cross section and survival fraction,

\[
p\propto\frac1s\propto n_s^{1/2}\,V^{-3/4}\,T_e^{1/4}.
\]

The exponents of \(V\) and \(T_e\) are limiting values; at 300 V and 3 eV the full expression gives local exponents of \(s\) of 0.70 and \(-0.20\). Within this model, a denser plasma tolerates a higher pressure because its sheath is thinner. A larger bias voltage demands a lower pressure if the density is held fixed.

**Motion of the atoms and slanted paths**

The atoms are not really at rest. An ion of speed \(v\) collides at the rate \(n\sigma\langle g\rangle\), where \(g\) is its speed relative to an atom. Per unit length of path, the collision number is therefore multiplied by \(\langle g\rangle/v\).

Measure speeds in units of \(\sqrt{2kT/M}\), taking the ion and atom masses as equal. Let the ion speed be \(z\) and the atom speed \(c\). Averaging \(\sqrt{z^2+c^2-2zc\mu}\) over the cosine \(\mu\) of the angle between the velocities gives, for \(c<z\),

\[
\frac{(z+c)^3-(z-c)^3}{6zc}=z+\frac{c^2}{3z}.
\]

Atoms with \(c>z\) obey a different expression, but in a Maxwell distribution their share carries a factor \(e^{-z^2}\). Here \(z^2\) is the ion energy divided by \(kT\). Even at the sheath edge it is about \(1.5/0.0259=58\), so these atoms can be ignored. With \(\langle c^2\rangle=3/2\), division by \(z\) gives

\[
\frac{\langle g\rangle}{v}\approx1+\frac{1}{2z^2}=1+\frac{kT}{2E},
\]

where \(kT\) and \(E\) are in the same unit.

A sideways velocity has a similar effect. The field acts along \(x\), so the transverse energy \(E_\perp\) stays constant. Let \(E\) now denote the energy of motion along \(x\). The path length per unit \(dx\) is

\[
\sqrt{1+\frac{E_\perp}{E}}\approx1+\frac{E_\perp}{2E}.
\]

Both corrections need the path average of \(1/E\), which is elementary:

\[
\left\langle\frac1E\right\rangle
=\frac{2}{T_e}\,\frac{\displaystyle\int_0^{q_w}\frac{dq}{1+q^2}}{q_w+q_w^3/3}
=\frac{2}{T_e}\,\frac{\arctan q_w}{q_w+q_w^3/3}
=0.044\ \mathrm{eV^{-1}}.
\]

With \(kT=0.0259\) eV, gas motion adds 0.06 percent to the collision number. With a rough transverse energy of 0.05 eV, slanted paths add 0.11 percent. Both are negligible here, because the ions spend most of the distance at energies far above these values.

The same transverse energy sets the arrival angle of an ion that has not collided:

\[
\tan\theta=\sqrt{\frac{0.05}{301.5}},\qquad \theta=0.74^\circ .
\]

The 90 percent that cross freely therefore arrive close to the normal, with the full sheath energy in this steady model. The other 10 percent have a different history. After charge exchange, the new ion starts with roughly the velocity of a gas atom and gains only the remaining potential drop. After elastic scattering, an ion can carry much more sideways energy. The survival formula counts these ions but does not predict their energies or angles.

**Comparison with a real etching plasma**

An etching plasma can run at 10 mTorr, about fifteen times the pressure found here. At that pressure the same 5 mm sheath would pass only 20 percent of the ions without collision. The plasma density matters too: the 5 mm sheath implies an edge density of \(5\times10^{15}\ \mathrm{m^{-3}}\). At \(1\times10^{17}\ \mathrm{m^{-3}}\), with \(V\) and \(T_e\) held fixed, the scaling law reduces the sheath to about 1.1 mm and raises the 90 percent pressure to about 2.9 mTorr. Real reactors also heat the gas. Combining 400 K gas with the falling cross section multiplies the two corrections and gives \(0.1057\times400/300=0.14\) Pa, or about 1.1 mTorr, for the original 5 mm sheath.

Three further limits concern the sheath itself:

- **Radio-frequency drive.** Since \(dt=dx/v=\sqrt2\,\lambda_D\,dq/u\), an ion crosses in the time \(\sqrt2\,\lambda_Dq_w/u\). With \(u=2692\) m/s this is 0.344 microseconds, or 4.7 periods of a 13.56 MHz drive. It samples several cycles, so a steady field is a fair first description, but not so many that the modulation of its energy must vanish. The moving sheath edge also makes the thickness itself an effective value.
- **Electrons near the edge.** They cancel part of the ion charge, so for an edge field no larger than about \(T_e/\lambda_D\) a sheath at the same edge density and voltage is thicker than this model gives, by an amount that depends on where the edge is placed. This does not alter the constant-\(\sigma\) result for a stated 5 mm, but it does alter the density inferred from that thickness.
- **Collisions before the edge.** The count starts at the sheath edge. Ions may already have collided in the plasma, which changes their entry velocities.

The meaning of "collision" matters as well. A cross section that includes very small deflections is larger than one restricted to events that noticeably change an ion's energy or direction. The pressure changes in inverse proportion, so the chosen \(\sigma\) must match the events that matter for the process. For argon ions in argon, the posed \(1\times10^{-18}\ \mathrm{m^2}\) is close to the momentum-transfer cross section at a few electronvolts. Commonly used fits for charge exchange plus large-angle elastic scattering give roughly \(5\times10^{-19}\ \mathrm{m^2}\) at 10 eV and \(3\times10^{-19}\ \mathrm{m^2}\) at 300 eV. Their path average of about \(4\times10^{-19}\ \mathrm{m^2}\) would put the 90 percent pressure near 0.2 Pa at 300 K.

The inputs, intermediate values and separate corrections are listed in the numerical output below.

## Computed results

```
INPUTS
collisionless fraction P        0.90
sheath thickness                5.0 mm
gas temperature                 300 K
total cross section             1.0e-18 m^2
MAIN ESTIMATE
ln(1/P), mean collision number  0.10536
gas density                     2.107e+19 m^-3
mean free path                  47.5 mm
pressure                        0.0873 Pa
pressure                        0.655 mTorr
pressure with ln(1/P) ~ 1-P     0.0828 Pa
shortcut error                  -5.1 %
fraction at ten times pressure  0.3487
random discs, at pressure       0.8998
random discs, ten times         0.3462
comparison pressure             10.0 mTorr
fraction at that pressure       0.200
SHEATH SETTING (rough typical values)
electron temperature            3.0 eV
sheath voltage                  300 V
ion energy at edge              1.50 eV
ion energy at wall              301.5 eV
q at wall                       3.630
Debye length at edge            0.181 mm
plasma density at edge          5.08e+15 m^-3
ionized fraction                2.4e-04
Bohm speed                      2692 m/s
transit time                    0.344 us
drive frequency                 13.56 MHz
drive periods per transit       4.7
NEGLECTED EFFECTS, ONE AT A TIME
cross-section power of energy   -0.1
energy where sigma = input      10 eV
path mean of sigma / input      0.826
pressure, falling sigma         0.1057 Pa
random discs, falling, 10 times 0.3481
gas motion: extra collisions    0.06 %
transverse ion energy           0.05 eV
slanted path: extra length      0.11 %
ion angle at wall               0.74 degrees
hot gas temperature             400 K
pressure, hot gas               0.1164 Pa
thicker sheath                  6.0 mm
pressure, thicker sheath        0.0727 Pa
```
